Midpoint reference for a magnetic tunnel junction: distances and misreads

**Problem**

A magnetic memory cell stores a bit in a tunnel junction whose two magnetic layers are either parallel (P) or antiparallel (AP). The cell is read by comparing its resistance with a reference: below the reference it is read as P, above it as AP. Resistances vary from cell to cell. Let R_P and R_AP be the mean resistances of the two states over all cells, and define the magnetoresistance by

m = (R_AP − R_P)/R_P.

In each state the standard deviation is the same fraction s of that state's own mean. The reference is noiseless and lies midway between the two mean resistances.

(a) For m = 1.5 and s = 0.05, show that the reference lies 15 standard deviations from the P mean and 6 from the AP mean.

(b) Explain how one physical cause can give both states the same relative spread. What spread in barrier thickness produces 5 percent if the barrier is 1 eV high?

(c) What do the distances say about the number of misread cells?

**Hints**

1. The midpoint is equally far from both means in ohms. The two standard deviations are not equal in ohms.

2. In a thick barrier the wave function decays exponentially. Ask what a small change of thickness does to the current in each magnetic state.

3. A distance in standard deviations uses only the mean and the variance. A misread probability also needs the shape of the distribution. Compare two shapes, then ask what holds for every shape.

**Solution**

**(a) The two distances**

The definition of m gives R_AP = (1 + m)R_P. The reference is therefore

R_ref = (R_P + R_AP)/2 = R_P(1 + m/2).

Its separations from the two means are

R_ref − R_P = mR_P/2,
R_AP − R_ref = (1 + m)R_P − (1 + m/2)R_P = mR_P/2.

The standard deviations are σ_P = sR_P and σ_AP = sR_AP = s(1 + m)R_P. Dividing the common gap by each of them gives

z_P = m/(2s),
z_AP = m/[2s(1 + m)].

With R_P as the unit of resistance, the numbers are R_AP = 2.5, R_ref = 1.75, gap 0.75, σ_P = 0.05 and σ_AP = 0.125. Hence

z_P = 0.75/0.05 = 15,
z_AP = 0.75/0.125 = 6.

The ratio z_P/z_AP = 1 + m = 2.5 is the ratio of the two standard deviations. The AP state has the smaller margin because its distribution is wider, not because its mean is closer to the reference.

It matters that each spread is a fraction of that state's own mean. If it were 5 percent of R_P in both states, the two standard deviations would be equal and both distances would be 15.

Two limits show what a larger magnetoresistance can achieve. For m ≪ 1 the factor 1 + m is close to 1, and both distances approach m/(2s). For m ≫ 1, z_P grows in proportion to m, but m/(1 + m) approaches 1, so

z_AP → 1/(2s).

At s = 0.05 this ceiling is 10. With a midpoint reference, no magnetoresistance, however large, brings the AP distance above 10. Further improvement requires a smaller spread or another reference.

**(b) A common cause of the spread**

Consider an electron at normal incidence on a rectangular barrier of thickness t, whose top lies φ above the electron energy. Take the free-electron mass. In atomic units the Schrödinger equation inside the barrier is

ψ″ = 2φψ,

so ψ contains exp(±κx) with κ = √(2φ). Let k_L and k_R be the wave numbers in the left and right electrodes. They depend on the spin and on the magnetization of the electrode.

For κt ≫ 1, the wave reflected at the far interface has decayed by exp(−2κt) when it returns to the near one, and it can be dropped there. With an incoming wave of unit amplitude, a reflected amplitude r and a barrier wave a exp(−κx), continuity of ψ and ψ′ at x = 0 gives

1 + r = a,
ik_L(1 − r) = −κa.

The second equation is 1 − r = iκa/k_L. Adding it to the first gives

a = 2k_L/(k_L + iκ).

At x = t the reflected barrier wave, of amplitude b, must be kept, because there it is as large as the arriving one. With transmitted amplitude τ,

a exp(−κt) + b = τ,
−κa exp(−κt) + κb = ik_R τ.

Multiplying the first equation by κ and subtracting the second eliminates b:

τ = 2κa exp(−κt)/(κ − ik_R).

The transmission probability is the ratio of transmitted to incoming flux, T = (k_R/k_L)|τ|², so

T = 16κ²k_L k_R exp(−2κt)/[(κ² + k_L²)(κ² + k_R²)].

The prefactor depends on the spin channel, but the exponential does not. The conductance in this model is proportional to the sum of T over the two spins. Both magnetic states therefore have a resistance proportional to exp(2κt), with different prefactors. A change δt multiplies both resistances by the same factor exp(2κδt), which gives them the same relative spread. A variation of junction area acts in the same way, since it too multiplies both resistances by a common factor. For thickness, the equality belongs to normal incidence and a thick barrier, where it holds up to corrections of order exp(−2κt). Electrons at oblique incidence decay faster in the barrier, and their share of the current can differ between the two magnetic states, so with them the two relative spreads generally differ. In crystalline barriers such as MgO the decay rate also depends on the symmetry of the electron state, which this model leaves out.

Now let δt be Gaussian with mean zero and standard deviation σ_t, and put λ = 2κσ_t. The resistance is then lognormal: R = R₀ exp(λu), where u is a standard Gaussian variable. Completing the square,

λu − u²/2 = −(u − λ)²/2 + λ²/2,

shows that the average of exp(λu) is exp(λ²/2). Replacing λ by 2λ, the average of exp(2λu) is exp(2λ²). The relative variance is therefore

s² = exp(2λ²)/exp(λ²) − 1 = exp(λ²) − 1,

and so

λ = √ln(1 + s²), σ_t = λ/(2κ).

For s = 0.05, λ = 0.04997. A barrier of 1 eV has 2κ = 1.0246 Å⁻¹, which gives

σ_t = 0.04997/(1.0246 Å⁻¹) = 0.0488 Å.

This value is for normal incidence; with oblique electrons, which decay faster, a smaller thickness spread is enough. It describes one effective thickness per cell, not the roughness within a cell. It is far smaller than an atomic diameter, so the model asks for tight control of the average barrier thickness.

The thick-barrier step was tested by solving all four matching equations without dropping any wave, for t = 10 Å and electrode kinetic energies of 4.5 and 0.05 eV for the two spins. The slopes of ln R_P and ln R_AP with thickness both come out as 1.0246 Å⁻¹, and the thickness spread found above gives a 5.000 percent resistance spread in both states. With these electrode energies and normal incidence only, the magnetoresistance is 18.2 percent, not the 150 percent of part (a). Its size depends on the prefactors, and so on the chosen energies; the common factor exp(2κδt) does not. It also depends on the angles included: the 0.05 eV band admits only small transverse momenta, so a sum over all angles gives a far larger magnetoresistance for the same energies.

**(c) From distances to misreads**

Suppose first that the resistance in each state is Gaussian. A P cell is misread if it lies more than z_P standard deviations above its mean, and an AP cell if it lies more than z_AP below. The probability is the area of one tail,

Q(z) = (1/√(2π)) ∫_z^∞ exp(−u²/2) du = ½ erfc(z/√2).

The values are Q(15) = 3.7 × 10⁻⁵¹ and Q(6) = 9.9 × 10⁻¹⁰. In an array of 2³⁰ cells with half of them in the AP state, chosen independently of their resistances, the expected number of misreads is

2²⁹ × 9.866 × 10⁻¹⁰ = 0.53.

The P cells add nothing visible. Six standard deviations thus leave about one misread cell per two such arrays. Since the spread is fixed at manufacture, reading the same cell again does not repair the error.

Now take the lognormal law of part (b), with the same means and the same s. Here ln R is Gaussian with standard deviation λ. Its mean is ln R_P − λ²/2 in the P state, because the mean of R exceeds R₀ by the factor exp(λ²/2); the AP state follows the same rule. The distances of ln R_ref from these means, in units of λ, are

P: [ln(1 + m/2) + λ²/2]/λ = (0.5596 + 0.0012)/0.04997 = 11.22,
AP: [ln((1 + m)/(1 + m/2)) − λ²/2]/λ = (0.3567 − 0.0012)/0.04997 = 7.11.

With the unrounded distances, the misread probabilities become 1.5 × 10⁻²⁹ for P and 5.7 × 10⁻¹³ for AP. The lognormal law has a longer upper tail, which harms P, and a shorter lower tail, which helps AP. For AP the probability falls by a factor of about 1700, although the mean, the standard deviation and the distance of 6 are unchanged.

What holds for every shape? Let Y be the deviation of the resistance from its mean, counted positive towards the reference, and let d = zσ be the gap. For any c ≥ 0, the event Y ≥ d implies (Y + c)² ≥ (d + c)². Since the average of (Y + c)² is σ² + c²,

Prob(Y ≥ d) ≤ (σ² + c²)/(d + c)².

The right side is smallest at c = σ²/d. Inserting this value gives

Prob(Y ≥ d) ≤ σ²/(σ² + d²) = 1/(1 + z²).

The bound can be reached. Put a fraction p = 1/(1 + z²) of the cells at Y = zσ, on the reference, and the rest at Y = −σ/z. The mean is zero because pz = (1 − p)/z = z/(1 + z²). The variance in units of σ² is

pz² + (1 − p)/z² = (z² + 1)/(1 + z²) = 1.

If a cell on the reference counts as misread, the probability equals the bound. For AP this is 1/37, or 2.7 percent; for P it is 1/226, or 0.44 percent. At the other extreme, a uniform distribution ends at √3 standard deviations from its mean and gives no misreads at all.

The distances 15 and 6 therefore follow from means and variances alone, while a failure rate near 10⁻⁹ is an extrapolation of an assumed law far into its tail. A small population of defective cells can dominate the real rate while hardly changing the measured standard deviation.

**Variation 1: a better reference, and reading by conductance**

*Which noiseless reference makes the smaller of the two distances as large as possible?*

Raising the reference increases its distance from P and decreases its distance from AP. The smaller distance is therefore largest where the two are equal:

(R_ref − R_P)/(sR_P) = (R_AP − R_ref)/(sR_AP).

Cancelling s gives R_ref/R_P − 1 = 1 − R_ref/R_AP, so

R_ref = 2R_P R_AP/(R_P + R_AP) = 2R_P(1 + m)/(2 + m).

This is the harmonic mean. Subtracting R_P and dividing by sR_P gives the common distance

z = m/[s(2 + m)].

Here R_ref = 5/3.5 = 1.4286 R_P and z = 1.5/(0.05 × 3.5) = 8.57. For Gaussian resistances the misread probability is 5.1 × 10⁻¹⁸ in either state. This gain depends on the law. For the lognormal law of part (b), ln(R_ref/R_P) = 0.3567, so P now lies (0.3567 + 0.0012)/0.04997 = 7.16 widths λ from the reference and is misread with probability about 4 × 10⁻¹³, hardly less than the 5.7 × 10⁻¹³ of AP at the midpoint. For that law the best reference lies near the geometric mean √(R_P R_AP) = 1.58 R_P, a little over 9 widths from both states, where the probabilities are 2 to 3 × 10⁻²⁰. The large-m ceiling also rises, from 1/(2s) to 1/s.

*What if the cell is read through its conductance, with the reference midway between the mean conductances?*

Let the mean conductances be G_P and G_AP = G_P/(1 + m), each with relative spread s. The lognormal law has this property: ln(1/R) = −ln R has the same width λ as ln R, and both mean conductances are raised above the inverse mean resistances by the same factor 1 + s². The gap from the midpoint to either mean is

(G_P − G_AP)/2 = G_P m/[2(1 + m)].

Division by sG_P gives m/[2s(1 + m)] = 6 for P. Division by sG_P/(1 + m) gives m/(2s) = 15 for AP. The two numbers have changed places, because P now has the wider distribution.

Expressed as a resistance, this threshold is the harmonic mean divided by 1 + s², or 1.425 R_P. Measured in resistance it lies 0.425/0.05 = 8.5 standard deviations from the P mean and 1.075/0.125 = 8.6 from the AP mean, close to the 8.57 of the harmonic mean itself. There is no contradiction: taking the inverse is a nonlinear change of variable, and it does not preserve distances counted in standard deviations. The misread probability of a given threshold under a given law does not depend on the variable used. A statement such as "15 and 6" must therefore name the quantity whose midpoint is taken.

**Variation 2: a reference made from cells**

*The reference is the average resistance of one P cell and one AP cell, independent of each other and of the cell being read. What distances remain?*

The mean reference is still the midpoint. The variance of half a sum of independent quantities is one quarter of the summed variances:

σ_ref² = (σ_P² + σ_AP²)/4 = s²R_P²[1 + (1 + m)²]/4.

In units of R_P, σ_ref = ½√(0.05² + 0.125²) = 0.0673. What decides the reading is the difference between cell and reference. Its mean is the old gap, and its variance is the sum of the two variances:

z_P = 0.75/√(0.05² + 0.0673²) = 8.94,
z_AP = 0.75/√(0.125² + 0.0673²) = 5.28.

The P distance suffers more, because σ_ref exceeds σ_P but is only about half of σ_AP. The AP state still sets the limit. If all resistances are Gaussian, its misread probability rises from 9.9 × 10⁻¹⁰ to 6.4 × 10⁻⁸, a factor of about 65. This is an average over references as well as cells: when many cells share one reference, a reference that lies too high raises the misread probability of all those in the AP state together.

Averaging N independent pairs divides σ_ref² by N. As N grows, the distances return to 15 and 6, the values for a noiseless midpoint. The numerical output below lists the main values used here.

Values computed for the example and the checks

```
magnetoresistance m: 150 percent
relative spread s: 5 percent
mean R_AP: 2.500 R_P
midpoint reference: 1.750 R_P
gap to either mean: 0.750 R_P
sigma_P: 0.050 R_P
sigma_AP: 0.125 R_P
distance from P mean: 15.000 sigma_P
distance from AP mean: 6.000 sigma_AP
conductance midpoint from P: 6.000 std. dev.
conductance midpoint from AP: 15.000 std. dev.
barrier height: 1.00 eV
mean barrier thickness: 10.00 angstrom
kinetic energy, spin up: 4.50 eV
kinetic energy, spin down: 0.05 eV
decay constant kappa: 0.5123 1/angstrom
2 kappa: 1.0246 1/angstrom
slope of ln R_P, matching: 1.0246 1/angstrom
slope of ln R_AP, matching: 1.0246 1/angstrom
thickness spread sigma_t: 0.0488 angstrom
barrier-model spread, P: 5.000 percent
barrier-model spread, AP: 5.000 percent
barrier-model magnetoresistance: 18.2 percent
Gaussian misread probability, P: 3.671e-51
Gaussian misread probability, AP: 9.866e-10
lognormal width lambda: 0.04997
lognormal tail argument, P: 11.224
lognormal tail argument, AP: 7.113
lognormal misread probability, P: 1.549e-29
lognormal misread probability, AP: 5.679e-13
shape-free bound, P: 0.00442
shape-free bound, AP: 0.02703
cells in array: 1073741824
expected misreads, half AP, Gaussian: 0.530
harmonic-mean reference: 1.4286 R_P
equal distance at that reference: 8.571 std. dev.
Gaussian misread probability there: 5.110e-18
noisy reference sigma_ref: 0.0673 R_P
noisy-reference distance, P: 8.944 std. dev.
noisy-reference distance, AP: 5.283 std. dev.
noisy-reference Gaussian misread, AP: 6.364e-08
```
